# Crank-Nicolson in post-exposure bake: stable at any step, not always positive: a numerical check

```python
"""Crank-Nicolson (CN) for acid diffusion h_t = D h_xx in a post-exposure bake.
Result under test: CN is stable for every r = D dt/dx^2, but it preserves
non-negativity of all data only for r <= 3/2. At large r a sharp edge alternates
with amplitude erfc(sqrt(n/r)) after n steps, and a narrow line goes negative.
Symbols: s = sqrt(1+2r), q = (s-1)/(s+1), m = line width in cells.
Concentrations are relative to the initial acid level h0; lengths nm, times s.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.special import erf, erfc, erfcinv
from scipy.optimize import brentq
from scipy import constants as const

D, bake, dx, dt = 2.0, 60.0, 0.25, 10.0
width, box, h0 = 10.0, 200.0, 0.1


def second_difference(u):
    flux = np.concatenate(([0.0], np.diff(u), [0.0]))
    return np.diff(flux)


def implicit_solve(u, c):
    """Solve (1 - c * second difference) v = u with zero-flux walls."""
    band = np.empty((3, u.size))
    band[0], band[1], band[2] = -c, 1 + 2 * c, -c
    band[1, 0] = band[1, -1] = 1 + c
    return solve_banded((1, 1), band, u)


def cn_step(u, r):
    return implicit_solve(u + 0.5 * r * second_difference(u), 0.5 * r)


def centres(h):
    n = int(round(box / h))
    return (np.arange(n) + 0.5) * h - box / 2


def smooth_line(x, sigma):
    """Top-hat line convolved with a Gaussian of standard deviation sigma."""
    a = np.sqrt(2) * sigma
    return 0.5 * (erf((x + width / 2) / a) - erf((x - width / 2) / a))


def cn_run(u, r, steps):
    history = [u]
    for _ in range(steps):
        history.append(cn_step(history[-1], r))
    return np.array(history)


x = centres(dx)
N = x.size
r = D * dt / dx**2
s = np.sqrt(1 + 2 * r)
q = (s - 1) / (s + 1)
steps = int(round(bake / dt))
sigma_end = np.sqrt(2 * D * bake)
exact = smooth_line(x, sigma_end)
line = (np.abs(x) < width / 2).astype(float)
m = int(line.sum())
print(f"D = {D} nm^2/s, bake = {bake} s, dx = {dx} nm, dt = {dt} s")
print(f"line width = {width} nm = {m} cells, h0 = {h0} nm^-3")
print(f"r = {r:.1f}, s = {s:.4f}, q = {q:.5f}, CN steps = {steps}")
print(f"diffusion length sqrt(2 D t) = {sigma_end:.2f} nm")
print(f"step length sqrt(D dt/2) = {np.sqrt(D*dt/2):.3f} nm")
print(f"modes flip below wavelength {2*np.pi*np.sqrt(D*dt/2):.2f} nm")

# Mode factor: apply the actual solver to discrete cosine modes.
for p in (3, 40, 300, N - 1):
    theta = np.pi * p / N
    mode = np.cos(theta * (np.arange(N) + 0.5))
    measured = np.dot(mode, cn_step(mode, r)) / np.dot(mode, mode)
    X = 2 * r * np.sin(theta / 2)**2
    assert abs(measured - (1 - X) / (1 + X)) < 1e-9
g_saw = (1 - 2 * r) / (1 + 2 * r)
print(f"shortest-wave factor g = {g_saw:.6f}")
print(f"shortest-wave e-fold = {-1/np.log(abs(g_saw)):.1f} steps")


# Positivity limit from the explicitly inverted matrix.
def cn_matrix(ratio, n=101):
    L = np.array([second_difference(e) for e in np.eye(n)]).T
    return np.linalg.solve(np.eye(n) - ratio / 2 * L, np.eye(n) + ratio / 2 * L)


r_limit = brentq(lambda a: cn_matrix(a)[50, 50], 1.0, 2.0, xtol=1e-12)
assert abs(r_limit - 1.5) < 1e-8
assert cn_matrix(1.49).min() > -1e-13
assert cn_matrix(1.51).min() < -1e-3
dt_limit = 1.5 * dx**2 / D
print(f"positivity limit found: r = {r_limit:.6f}, dt = {dt_limit:.5f} s")

# Isolated edge: first step and persistence of the alternating jump.
edge = cn_run((x < 0).astype(float), r, 320)
inner, outer = edge[1, N // 2 - 1], edge[1, N // 2]
assert abs(inner - 1 / s) < 1e-9 and abs(outer - (1 - 1 / s)) < 1e-9
print(f"isolated edge, step 1: inner = {inner:.4f}, outer = {outer:.4f}")
print(f"isolated edge, 320 steps: min = {edge.min():.2e}, max = {edge.max():.6f}")
jump = edge[:, N // 2 - 1] - edge[:, N // 2]
for n in (1, 2, 6, 73, 320):
    law = (-1)**n * erfc(np.sqrt(n / r)) + 1 / np.sqrt(4 * np.pi * n * r)
    assert abs(jump[n] - law) < 2e-3
    print(f"edge jump n = {n}: run {jump[n]:.4f}, asymptotic law {law:.4f}")
half_coeff = erfcinv(0.5)**2
n_half = half_coeff * r
n_seen = int(np.argmax(np.abs(jump) < 0.5))
assert abs(n_seen - n_half) <= 3
print(f"half-life law = {half_coeff:.4f} r = {n_half:.1f} steps = {n_half*dt:.0f} s")
print(f"half-life seen in run = {n_seen} steps")

# First-step sign criterion, checked for many line widths.
for cells in range(1, 81):
    u = np.zeros(N)
    start = N // 2 - cells // 2
    u[start:start + cells] = 1
    assert (cn_step(u, r).min() < -1e-9) == (q**cells > 1 / (s + 1))
print(f"first-step negatives below {np.log(s+1)/-np.log(q)*dx:.2f} nm width")

# The worked line.
run = cn_run(line, r, steps)
i_in = np.flatnonzero(line)[-1]
first_formula = (1 + 1 / s) * (1 - q**m) - 1
assert abs(run[1, i_in] - first_formula) < 1e-9
assert np.allclose(run.sum(axis=1), m, rtol=1e-10)
assert np.all(np.diff((run**2).sum(axis=1)) < 0)
assert run[-1].min() < -0.05 and exact.min() >= 0
for n in range(1, steps + 1):
    print(f"t = {n*dt:.0f} s: inner {run[n, i_in]:.4f}, outer "
          f"{run[n, i_in+1]:.4f}, min {run[n].min():.4f}")
print(f"exact at 60 s: peak {exact.max():.4f}, inner {exact[i_in]:.4f}, "
      f"outer {exact[i_in+1]:.4f}")
print(f"final CN minimum = {run[-1].min()*h0:.5f} nm^-3")
print(f"total acid change = {abs(run[-1].sum()/m-1):.1e} (relative)")
rms = np.sqrt((run[-1]**2).sum() / m)
print(f"final/initial root-mean-square size = {rms:.4f}")
clip_gain = np.maximum(run[-1], 0).sum() / m - 1
assert clip_gain > 0
print(f"acid created by clipping final profile = {100*clip_gain:.2f} %")

# Time-step and mesh dependence of the final minimum.
for step in (1.0, 2.0, 5.0, 20.0):
    ratio = D * step / dx**2
    end = cn_run(line, ratio, int(round(bake / step)))[-1]
    print(f"dt = {step:.0f} s (r = {ratio:.0f}): final min {end.min():.4f}, "
          f"max error {np.abs(end-exact).max():.4f}")
minima = []
for h in (0.5, 0.25, 0.125):
    xh = centres(h)
    start = (np.abs(xh) < width / 2).astype(float)
    minima.append(cn_run(start, D * dt / h**2, steps)[-1].min())
    print(f"dx = {h} nm at dt = 10 s: final min {minima[-1]:.4f}")
assert minima[0] > minima[1] > minima[2]

# Cures, each compared with the error-function solution.
n_fine = int(round(bake / dt_limit))
fine = line.copy()
for _ in range(n_fine):
    fine = cn_step(fine, 1.5)
euler = line.copy()
for _ in range(steps):
    euler = implicit_solve(euler, r)
damped = line.copy()
for _ in range(4):
    damped = implicit_solve(damped, r / 2)
damped = cn_run(damped, r, steps - 2)[-1]
err = [np.abs(v - exact).max() for v in (run[-1], fine, euler, damped)]
assert fine.min() > -1e-12 and euler.min() > -1e-12
assert err[1] < 2e-3 and err[3] < 0.02 and err[3] < err[2] < err[0]
print(f"max error, plain CN = {err[0]:.4f}")
print(f"CN at r = 1.5, {n_fine} steps: error {err[1]:.2e}, min {fine.min():.1e}")
print(f"backward Euler, dt = 10 s: error {err[2]:.4f}, min {euler.min():.1e}")
print(f"damped start + CN: error {err[3]:.4f}, min {damped.min():.1e}")

# Sizes of neglected effects, with assumed rough inputs.
blur_errors = [err[0]]
for blur in (1.0, 2.0, 3.0):
    end = cn_run(smooth_line(x, blur), r, steps)[-1]
    true = smooth_line(x, np.sqrt(sigma_end**2 + blur**2))
    blur_errors.append(np.abs(end - true).max())
    print(f"initial blur {blur:.0f} nm: CN error {blur_errors[-1]:.4f}, "
          f"min {end.min():.4f}")
assert blur_errors[0] > blur_errors[1] > blur_errors[3]
peak = smooth_line(0.0, sigma_end)
quencher, loss_rate, barrier, temperature = 0.2, 1e-3, 1.0, 383.0
print(f"quencher {quencher} h0: peak acid {peak:.4f} -> {max(peak-quencher,0):.4f}")
print(f"loss rate {loss_rate} 1/s: acid lost {100*(1-np.exp(-loss_rate*bake)):.1f} %")
print(f"D doubled: exact peak {smooth_line(0.0, np.sqrt(2)*sigma_end):.4f}")
kB_eV = const.k / const.e
sens = 100 * (np.exp(barrier / kB_eV * (1/temperature - 1/(temperature+1))) - 1)
print(f"{barrier} eV barrier, {temperature:.0f} K: D changes {sens:.1f} % per K")
print(f"mean acids in one dx^3 cube = {h0*dx**3:.5f}")
print("done: every assertion held")
```

Output:

```
D = 2.0 nm^2/s, bake = 60.0 s, dx = 0.25 nm, dt = 10.0 s
line width = 10.0 nm = 40 cells, h0 = 0.1 nm^-3
r = 320.0, s = 25.3180, q = 0.92401, CN steps = 6
diffusion length sqrt(2 D t) = 15.49 nm
step length sqrt(D dt/2) = 3.162 nm
modes flip below wavelength 19.87 nm
shortest-wave factor g = -0.996880
shortest-wave e-fold = 320.0 steps
positivity limit found: r = 1.500000, dt = 0.04688 s
isolated edge, step 1: inner = 0.0395, outer = 0.9605
isolated edge, 320 steps: min = 0.00e+00, max = 1.000000
edge jump n = 1: run -0.9210, asymptotic law -0.9212
edge jump n = 2: run 0.9211, asymptotic law 0.9221
edge jump n = 6: run 0.8527, asymptotic law 0.8529
edge jump n = 73: run -0.4975, asymptotic law -0.4975
edge jump n = 320: run 0.1578, asymptotic law 0.1582
half-life law = 0.2275 r = 72.8 steps = 728 s
half-life seen in run = 73 steps
first-step negatives below 10.34 nm width
t = 10 s: inner -0.0045, outer 0.9198, min -0.0045
t = 20 s: inner 0.8231, outer -0.0908, min -0.0908
t = 30 s: inner -0.1308, outer 0.7568, min -0.1308
t = 40 s: inner 0.7259, outer -0.1504, min -0.1504
t = 50 s: inner -0.1723, outer 0.6860, min -0.1723
t = 60 s: inner 0.6653, outer -0.1825, min -0.1825
exact at 60 s: peak 0.2531, inner 0.2413, outer 0.2401
final CN minimum = -0.01825 nm^-3
total acid change = 5.1e-14 (relative)
final/initial root-mean-square size = 0.4625
acid created by clipping final profile = 1.23 %
dt = 1 s (r = 32): final min 0.0000, max error 0.0264
dt = 2 s (r = 64): final min 0.0000, max error 0.1665
dt = 5 s (r = 160): final min -0.1092, max error 0.3493
dt = 20 s (r = 640): final min -0.2146, max error 0.4654
dx = 0.5 nm at dt = 10 s: final min -0.1093
dx = 0.25 nm at dt = 10 s: final min -0.1825
dx = 0.125 nm at dt = 10 s: final min -0.2204
max error, plain CN = 0.4240
CN at r = 1.5, 1280 steps: error 1.03e-05, min 8.7e-10
backward Euler, dt = 10 s: error 0.0158, min 1.4e-06
damped start + CN: error 0.0015, min 6.1e-08
initial blur 1 nm: CN error 0.0560, min 0.0000
initial blur 2 nm: CN error 0.0101, min 0.0000
initial blur 3 nm: CN error 0.0021, min 0.0000
quencher 0.2 h0: peak acid 0.2531 -> 0.0531
loss rate 0.001 1/s: acid lost 5.8 %
D doubled: exact peak 0.1805
1.0 eV barrier, 383 K: D changes 8.2 % per K
mean acids in one dx^3 cube = 0.00156
done: every assertion held
```
